# Singlet-triplet tunnelling splitting of hydrogen around an impurity in germanium: test program

```python
"""Tunnelling of hydrogen among four tetrahedral sites around an impurity.

Result under test: a proton at fixed radius R in the potential
    V(n) = Vb * (1 - 3*sqrt(3)*nx*ny*nz),   n = unit vector,
has an orbital singlet below a triplet, with splitting Delta = 4 t and, for
v = Vb/B >> 1, B = hbar^2/(2 M R^2),
    Delta = C * B * v**(3/4) * exp(-S*sqrt(v)),
    C = 8*sqrt(3)*exp(J)/sqrt(pi*Am).
S: action number of the path between two minima; Am: transverse curvature of
the phase function at the saddle; J: logarithm of the amplitude factor.
The formula is compared with diagonalization in spherical harmonics.
Energies are in meV and lengths in nm unless a label says otherwise.
"""
import numpy as np
from math import lgamma
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh
from scipy.sparse import lil_matrix, identity
from scipy.special import lpmv

# ---------- semiclassical numbers from the path over the saddle ----------
K = 1.5 * np.sqrt(3.0)
THETA_MIN = np.arccos(1 / np.sqrt(3.0))


def f_path(th):
    return K * np.sin(th)**2 * np.cos(th)


def f_path_second(th):
    return K / 4 * (-np.cos(th) + 9 * np.cos(3 * th))


def root_g(th):
    c = np.cos(th)
    return np.sqrt(K) * (c - 1 / np.sqrt(3)) * np.sqrt(c + 2 / np.sqrt(3))


def root_g_slope(th):
    """Derivative of root_g along arc length measured from the minimum."""
    c = np.cos(th)
    w = np.sqrt(c + 2 / np.sqrt(3))
    return np.sqrt(K) * np.sin(th) * (w + (c - 1 / np.sqrt(3)) / (2 * w))


def g_transverse(th):
    return 12 * f_path(th) + f_path_second(th)


def g_sphere(th, n):
    along = np.array([np.sin(th) / np.sqrt(2), np.sin(th) / np.sqrt(2),
                      np.cos(th)])
    across = np.array([1.0, -1.0, 0.0]) / np.sqrt(2)
    p = np.cos(n) * along + np.sin(n) * across
    return 1 - 3 * np.sqrt(3) * np.prod(p)


for th in (0.0, 0.3, 0.7, THETA_MIN):
    h = 1e-3
    fd = (g_sphere(th, h) - 2 * g_sphere(th, 0) + g_sphere(th, -h)) / h**2
    assert abs(fd - g_transverse(th)) < 1e-4
    assert abs(root_g(th)**2 - g_sphere(th, 0)) < 1e-12

S = 2 * quad(root_g, 0, THETA_MIN, epsabs=1e-12)[0]


def path_equations(s, y):
    th = THETA_MIN - s
    r = root_g(th)
    curv = y[0]
    d_curv = (g_transverse(th) / 2 - r**2 - curv**2) / r
    d_log = (2 * np.sqrt(3) - root_g_slope(th) - curv) / r
    return [d_curv, d_log]


s0 = 1e-4
third = K / 4 * (np.sin(THETA_MIN) - 27 * np.sin(3 * THETA_MIN))
curv_slope = (-third / 2) / (3 * np.sqrt(3))
start = [np.sqrt(3) + curv_slope * s0, 0.0]
start[1] = s0 * path_equations(s0, start)[1]
sol = solve_ivp(path_equations, (s0, THETA_MIN), start, method="Radau",
                rtol=1e-9, atol=1e-11)
assert sol.success and np.all(sol.y[0] > 0)
Am, J = sol.y[0, -1], sol.y[1, -1]
C = 8 * np.sqrt(3) * np.exp(J) / np.sqrt(np.pi * Am)


def semiclassical(v):
    return C * v**0.75 * np.exp(-S * np.sqrt(v))


# ---------- rotor Hamiltonian in spherical harmonics ----------
# Axes are turned by 45 degrees about z, so 2*nx*ny becomes x^2 - y^2.
L_TOP = 36
L_BUILD = L_TOP + 3
size = (L_BUILD + 1)**2
zmat, pmat = lil_matrix((size, size)), lil_matrix((size, size))


def index(l, m):
    return l * l + l + m


for l in range(L_BUILD + 1):
    for m in range(-l, l + 1):
        j = index(l, m)
        if l < L_BUILD:
            a = np.sqrt(((l + 1)**2 - m**2) / (4 * (l + 1)**2 - 1))
            zmat[index(l + 1, m), j] = a
            zmat[j, index(l + 1, m)] = a
            pmat[index(l + 1, m + 1), j] = -np.sqrt(
                (l + m + 1) * (l + m + 2) / ((2 * l + 1) * (2 * l + 3)))
        if l > 0 and m + 1 <= l - 1:
            pmat[index(l - 1, m + 1), j] = np.sqrt(
                (l - m) * (l - m - 1) / ((2 * l - 1) * (2 * l + 1)))
zmat, pmat = zmat.tocsr(), pmat.tocsr()
inner = (L_TOP + 1)**2
unit = (zmat @ zmat + pmat.T @ pmat)[:inner, :inner] - identity(inner)
assert abs(unit).max() < 1e-12
fmat = (K / 2 * zmat @ (pmat @ pmat + pmat.T @ pmat.T))
fmat = fmat[:inner, :inner].toarray()
assert np.abs(fmat - fmat.T).max() < 1e-12
l_values = np.concatenate([np.full(2 * l + 1, l) for l in range(L_TOP + 1)])


def rotor(v, lmax=28, vectors=False):
    n = (lmax + 1)**2
    ham = -v * fmat[:n, :n]
    ham[np.diag_indices(n)] += l_values[:n] * (l_values[:n] + 1.0) + v
    if vectors:
        return eigh(ham, subset_by_index=[0, 7])
    return np.linalg.eigvalsh(ham)[:8]


def splitting(v, lmax=28):
    e = rotor(v, lmax)
    assert e[3] - e[1] < 1e-3 * (e[1] - e[0])
    return np.mean(e[1:4]) - e[0]


# The ratio to the formula must tend to one for an infinite barrier.
v_list = np.array([80.0, 130.0, 200.0, 300.0])
ratios = np.array([splitting(v, L_TOP) / semiclassical(v) for v in v_list])
limit = np.polyfit(1 / np.sqrt(v_list), ratios, 3)[-1]
assert abs(limit - 1) < 0.01, (limit, ratios)

# ---------- worked example ----------
meV = 1e-3 * const.e
radius, barrier, temperature = 0.15, 40.0, 4.2
m_p, m_d = const.m_p, const.physical_constants["deuteron mass"][0]


def rot_const(inertia):
    return const.hbar**2 / (2 * inertia) / meV


inertia_H = m_p * (radius * 1e-9)**2
inertia_D = m_d * (radius * 1e-9)**2
B_H, B_D = rot_const(inertia_H), rot_const(inertia_D)
v_H, v_D = barrier / B_H, barrier / B_D
energies, states = rotor(v_H, vectors=True)
delta_H = B_H * (np.mean(energies[1:4]) - energies[0])
delta_D = B_D * splitting(v_D)
assert abs(B_H * splitting(v_H, 34) / delta_H - 1) < 1e-7
gap_next = B_H * (energies[4] - energies[3])
assert gap_next > 10 * delta_H
t = delta_H / 4

# Site Hamiltonian from point-like trial states projected on the quartet.
sites = [(1 / np.sqrt(3), 0.0), (1 / np.sqrt(3), np.pi),
         (-1 / np.sqrt(3), np.pi / 2), (-1 / np.sqrt(3), 3 * np.pi / 2)]
trial = np.zeros((29**2, 4), complex)
for l in range(29):
    for m in range(-l, l + 1):
        k = abs(m)
        norm = np.sqrt((2 * l + 1) / (4 * np.pi)
                       * np.exp(lgamma(l - k + 1) - lgamma(l + k + 1)))
        sign = (-1)**k if m < 0 else 1
        for i, (c, phi) in enumerate(sites):
            trial[index(l, m), i] = (sign * norm * lpmv(k, l, c)
                                     * np.exp(-1j * m * phi))
coef = states[:, :4].T @ trial
u_left, _, v_right = np.linalg.svd(coef)
ortho = u_left @ v_right
site_ham = B_H * ortho.conj().T @ np.diag(energies[:4]) @ ortho
off = site_ham[~np.eye(4, dtype=bool)]
assert np.max(np.abs(off + t)) < 1e-6 * t
hop = -t * (np.ones((4, 4)) - np.eye(4))

# ---------- sizes of neglected effects ----------
kT = const.k * temperature / meV
p_singlet = 1 / (1 + 3 * np.exp(-delta_H / kT))

stretch, softening = 200.0, 0.10
barrier_shift = 0.5 * stretch * softening
delta_low = B_H * splitting((barrier - barrier_shift) / B_H)
delta_high = B_H * splitting((barrier + barrier_shift) / B_H)

mass_Be, shift_Be = 9.012 * const.atomic_mass, 0.010
B_recoil = rot_const(inertia_H + mass_Be * (shift_Be * 1e-9)**2)
delta_recoil = B_recoil * splitting(barrier / B_recoil)

mass_Ge, mode_Ge, shift_Ge = 72.63 * const.atomic_mass, 20.0, 0.005
stiff = mass_Ge * mode_Ge * meV / const.hbar**2 * 1e-18
dressing = np.exp(-stiff * shift_Ge**2 / 4)
width = 1 / np.sqrt(stiff)
overlap = quad(lambda x: np.sqrt(stiff / np.pi) * np.exp(
    -stiff * (x**2 + (x - shift_Ge)**2) / 2), -9 * width, 9 * width)[0]
assert abs(overlap - dressing) < 1e-7

strain, deformation = 1e-5, 1000.0
bias = strain * deformation
biased = hop.copy()
biased[0, 0] -= bias
e_bias, w_bias = np.linalg.eigh(biased)
root = np.sqrt((t - bias / 2)**2 + 3 * t**2)
expected = np.sort([-t - bias / 2 - root, -t - bias / 2 + root, t, t])
assert np.allclose(e_bias, expected, atol=1e-12)
p_site = w_bias[0, 0]**2

# Bound hole: spin 3/2 matrices and a trigonal term on each site.
ms = np.array([1.5, 0.5, -0.5, -1.5])
up = np.diag(np.sqrt(15 / 4 - ms[1:] * (ms[1:] + 1)), 1)
spin = [(up + up.T) / 2, (up - up.T) / 2j, np.diag(ms)]
axes = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
axes = axes / np.sqrt(3)


def hole_levels(d):
    ham = np.kron(hop, np.eye(4)).astype(complex)
    for i, axis in enumerate(axes):
        jn = sum(a * s for a, s in zip(axis, spin))
        ham[4*i:4*i+4, 4*i:4*i+4] += d * (jn @ jn - 1.25 * np.eye(4))
    return np.linalg.eigvalsh(ham)


d_small = 0.01 * delta_H
weak = hole_levels(d_small)
assert np.ptp(weak[:4]) < 1e-10
assert abs((weak[0] + 3 * t) / (-d_small**2 / delta_H) - 1) < 0.05


def grouped(levels):
    groups = []
    for e in levels - levels[0]:
        if groups and abs(e - groups[-1][0]) < 1e-8:
            groups[-1][1] += 1
        else:
            groups.append([e, 1])
    return groups


trigonal = 1.0

# ---------- printed numbers ----------
print(f"Path action number S = {S:.5f}")
print(f"Transverse curvature at saddle Am = {Am:.5f}")
print(f"Logarithmic amplitude factor J = {J:.5f}")
print(f"Prefactor C = {C:.4f}")
for v, r in zip(v_list, ratios):
    print(f"v = {v:.0f}: numerical/semiclassical splitting = {r:.4f}")
print(f"Ratio extrapolated to infinite v = {limit:.4f}")
print(f"Radius R = {radius:.3f} nm; barrier Vb = {barrier:.1f} meV")
for name, b, v, d in (("H", B_H, v_H, delta_H), ("D", B_D, v_D, delta_D)):
    sc = b * semiclassical(v)
    print(f"{name}: B = {b:.4f} meV; v = {v:.3f}; sqrt(v) = {np.sqrt(v):.4f}")
    print(f"{name}: harmonic quantum = {2*np.sqrt(3*barrier*b):.3f} meV")
    print(f"{name}: exponent S*sqrt(v) = {S*np.sqrt(v):.4f}")
    print(f"{name}: semiclassical splitting = {sc:.5f} meV")
    print(f"{name}: numerical splitting = {d:.5f} meV")
    print(f"{name}: numerical/semiclassical = {d/sc:.4f}")
print(f"H: site amplitude t = {t:.6f} meV")
print(f"H: singlet energy above well bottom = {B_H*energies[0]:.3f} meV")
print(f"H: gap from triplet to next level = {gap_next:.3f} meV")
print(f"H: splitting as frequency = {delta_H*meV/const.h/1e9:.3f} GHz")
print(f"Splitting ratio H/D = {delta_H/delta_D:.3f}")
print(f"T = {temperature:.1f} K: kT = {kT:.4f} meV")
print(f"Singlet population at this T = {p_singlet:.4f}")
print(f"Stretch quantum {stretch:.0f} meV, change at saddle {softening:.0%}")
print(f"Resulting barrier shift = {barrier_shift:.1f} meV")
print(f"Splitting with lower barrier = {delta_low:.5f} meV")
print(f"Splitting with higher barrier = {delta_high:.5f} meV")
print(f"Be recoil radius {shift_Be:.3f} nm: splitting {delta_recoil:.5f} meV")
print(f"Slow Ge mode {mode_Ge:.0f} meV, displacement {shift_Ge:.3f} nm")
print(f"Overlap factor on splitting = {dressing:.4f}")
print(f"Strain {strain:.0e}, coupling {deformation/1000:.1f} eV")
print(f"Site bias = {bias:.4f} meV; favoured-site weight = {p_site:.4f}")
print(f"Static trigonal splitting of bound hole = {trigonal:.2f} meV")
for sgn in (1, -1):
    text = ", ".join(f"{e:.5f} (x{n})" for e, n in
                     grouped(hole_levels(sgn * trigonal / 2))[:4])
    print(f"Hole levels, D = {sgn*trigonal/2:+.2f} meV: {text} meV")
print("checks complete")
```

Output:

```
Path action number S = 1.22792
Transverse curvature at saddle Am = 1.42896
Logarithmic amplitude factor J = 0.88489
Prefactor C = 15.8442
v = 80: numerical/semiclassical splitting = 0.9189
v = 130: numerical/semiclassical splitting = 0.9373
v = 200: numerical/semiclassical splitting = 0.9498
v = 300: numerical/semiclassical splitting = 0.9593
Ratio extrapolated to infinite v = 1.0014
Radius R = 0.150 nm; barrier Vb = 40.0 meV
H: B = 0.9222 meV; v = 43.374; sqrt(v) = 6.5859
H: harmonic quantum = 21.040 meV
H: exponent S*sqrt(v) = 8.0869
H: semiclassical splitting = 0.07595 meV
H: numerical splitting = 0.06711 meV
H: numerical/semiclassical = 0.8837
D: B = 0.4613 meV; v = 86.705; sqrt(v) = 9.3115
D: harmonic quantum = 14.881 meV
D: exponent S*sqrt(v) = 11.4338
D: semiclassical splitting = 0.00225 meV
D: numerical splitting = 0.00207 meV
D: numerical/semiclassical = 0.9223
H: site amplitude t = 0.016778 meV
H: singlet energy above well bottom = 19.237 meV
H: gap from triplet to next level = 17.395 meV
H: splitting as frequency = 16.228 GHz
Splitting ratio H/D = 32.370
T = 4.2 K: kT = 0.3619 meV
Singlet population at this T = 0.2863
Stretch quantum 200 meV, change at saddle 10%
Resulting barrier shift = 10.0 meV
Splitting with lower barrier = 0.15518 meV
Splitting with higher barrier = 0.03107 meV
Be recoil radius 0.010 nm: splitting 0.05687 meV
Slow Ge mode 20 meV, displacement 0.005 nm
Overlap factor on splitting = 0.8048
Strain 1e-05, coupling 1.0 eV
Site bias = 0.0100 meV; favoured-site weight = 0.3122
Static trigonal splitting of bound hole = 1.00 meV
Hole levels, D = +0.50 meV: 0.00000 (x4), 0.03468 (x4), 1.00225 (x4), 1.03468 (x4) meV
Hole levels, D = -0.50 meV: 0.00000 (x4), 0.03468 (x4), 1.00225 (x4), 1.03468 (x4) meV
checks complete
```
